# Growth per Cycle with Chemisorbed Saturation and an Imperfect Purge

A physisorbed precursor molecule in the example below leaves the surface at a rate of 155 per second, so one stay lasts about 6 ms. Gas leaves the chamber with a residence time of 0.1 s. After a purge of 3 s, which is 30 residence times and more than 400 stays, 5% of the physisorption sites are still occupied. The plasma step that follows turns most of this leftover into film, which adds 2.9% to the chemisorbed growth.

The example is modelled on hafnium oxide grown from tetrakis(dimethylamido)hafnium and an oxygen plasma at 373 K. Hafnium enters through the precursor mass and the film density. The energies, rates and site densities are rough model values.

## 1. One molecule, no return

Let $\phi$ be the occupied fraction of the physisorption sites and $k$ the desorption rate. If no molecule came back, the purge would obey

$$\dot\phi=-k\phi,\qquad \phi(t)=\phi_0e^{-kt}.$$

With an attempt rate of $10^{13}$ s$^{-1}$ and a binding energy of 0.80 eV, $k=155$ s$^{-1}$. After 3 s the exponent is about $-466$, and nothing would remain. The missing process is readsorption.

## 2. Letting molecules return, at low coverage

All amounts are now counted per unit area of coated surface. The gas holds $G$, the physisorbed layer holds $P=N_p\phi$, and $H$ is chamber volume divided by surface area, so the gas density is $G/H$. The algebra is in atomic units with temperature $T$ as an energy.

For a Maxwell distribution, the number of molecules striking unit area per unit time is the density times

$$\int_0^\infty v_z\sqrt{\frac{m}{2\pi T}}\,e^{-mv_z^2/2T}\,dv_z=\sqrt{\frac{T}{2\pi m}}=\frac{\bar v}{4},\qquad \bar v=\sqrt{\frac{8T}{\pi m}}.$$

With sticking probability $s$ on an empty site, a gas molecule therefore readsorbs at the rate

$$\beta=\frac{s\bar v}{4H}.$$

Here $\bar v=149$ m/s, $s=0.5$ and $H=10$ mm, which gives $\beta=0.5\times149.2/(4\times0.010)=1865$ s$^{-1}$.

If the gas is well mixed and pumped with residence time $\tau$, then at low coverage

$$\dot G=-\left(\frac1\tau+\beta\right)G+kP,\qquad \dot P=\beta G-kP.$$

Inserting solutions proportional to $e^{-\lambda t}$ requires $(1/\tau+\beta-\lambda)(k-\lambda)-\beta k=0$, or

$$\lambda^2-S\lambda+\frac{k}{\tau}=0,\qquad S=\beta+k+\frac1\tau.$$

The slow root is $\lambda=\tfrac12\left[S-\sqrt{S^2-4k/\tau}\right]$. When $k/\tau\ll S^2$, the square root is close to $S-2k/(\tau S)$, so $\lambda\approx k/(\tau S)$. If also $1/\tau\ll\beta+k$,

$$\lambda\approx\frac{k}{\tau(\beta+k)}=\frac{1}{\tau(1+R)},\qquad R=\frac{\beta}{k}.$$

The retention ratio $R$ is the number of physisorbed molecules per gas molecule at low coverage. Here $R=12.0$, and the tail time is $0.1\times13.02=1.30$ s. The unapproximated eigenvalue gives 1.31 s.

This time can be read molecule by molecule. Before it is pumped away, a gas molecule readsorbs on average $\beta\tau\approx190$ times. Each stay lasts $1/k$, so the stays add up to $\beta\tau/k=R\tau=1.2$ s, and the time spent in the gas adds $\tau=0.1$ s.

**Limit.** For $\beta=0$ the quadratic factorizes into $(\lambda-k)(\lambda-1/\tau)=0$. The surface then empties at the rate $k$, as in section 1.

## 3. Allowing the layer to fill

The dose is not at low coverage. At 0.01 Torr the gas holds $G_0=2.589$ nm$^{-2}$, more than the physisorption capacity $N_p=1.5$ nm$^{-2}$. Adsorption now needs an empty site, and physisorbed molecules may convert into a chemisorbed layer of capacity $N_c$ and coverage $\theta$. I assume that conversion needs a vacant chemisorption site, has rate constant $w$, and is irreversible on the time scale of the cycle:

$$\dot G=-\frac G\tau-\beta G(1-\phi)+kN_p\phi,$$

$$N_p\dot\phi=\beta G(1-\phi)-kN_p\phi-wN_p\phi(1-\theta),$$

$$N_c\dot\theta=wN_p\phi(1-\theta).$$

Exchange between gas and surface is fast compared with pumping and conversion, so its two terms nearly cancel:

$$\beta G(1-\phi)=kN_p\phi\quad\Rightarrow\quad \phi=\frac{G}{G+G_p},\qquad G_p=\frac{kN_p}{\beta}=\frac{N_p}{R}.$$

Here $G_p=0.125$ nm$^{-2}$, and the dose coverage is $\phi_0=2.589/(2.589+0.125)=0.954$.

Adding the first two balances removes the large exchange terms. Suppose that few chemisorption sites are vacant when the purge starts, so that the conversion term can be dropped. Then

$$\frac{d}{dt}(G+N_p\phi)=-\frac G\tau\quad\Rightarrow\quad \frac{dt}{\tau}=-\frac{dG}{G}-\frac{N_p\,d\phi}{G}.$$

In the last term insert $G=G_p\phi/(1-\phi)$:

$$\frac{N_p\,d\phi}{G}=R\,\frac{1-\phi}{\phi}\,d\phi=R\left(\frac1\phi-1\right)d\phi.$$

Integrating from the start of the purge, where $G=G_0$ and $\phi=\phi_0$, gives the purge law

$$\boxed{\frac t\tau=\ln\frac{G_0}{G}+R\left[\ln\frac{\phi_0}{\phi}+\phi-\phi_0\right]}$$

For $t=3$ s its solution is $\phi=0.0522$ with $G=0.00688$ nm$^{-2}$. Inserting these values returns $5.93+12.02\times(2.905-0.902)=30.0$, as required. The gas term accounts for 0.59 s of the purge and the surface term for 2.41 s.

**Tail.** When $\phi\ll1$, $G\approx G_p\phi$ and the lone $\phi$ in the bracket is negligible. Collecting the logarithms of $\phi$,

$$\ln\phi=\frac{\ln(G_0/G_p)+R(\ln\phi_0-\phi_0)-t/\tau}{1+R}.$$

The decay time is $\tau(1+R)$, in agreement with section 2. The numbers give

$$\ln\phi=\frac{3.03-12.03-t/\tau}{13.02},$$

so the tail extrapolates back to $\phi=0.50$ at $t=0$ and not to 0.954. With $G_0/G_p=\phi_0/(1-\phi_0)$, the extrapolated $\ln\phi$ differs from $\ln\phi_0$ by $[-\ln(1-\phi_0)-R\phi_0]/(1+R)$. The first term, $-\ln(1-\phi_0)=3.1$, is the extra time in units of $\tau$ for pumping out the gas in excess of the low-coverage value $G_p\phi_0$. The second, $R\phi_0=11.5$, is the time saved because the larger gas amount $G_p\phi/(1-\phi)$ carries physisorbed molecules away faster. The saving is larger, so the tail starts below $\phi_0$.

**Low dose pressure.** For $G_0\ll G_p$, $\phi_0\approx G_0/G_p\ll1$. The numerator becomes $(1+R)\ln\phi_0-t/\tau$, and the decay is a single exponential starting from $\phi_0$.

**High dose pressure.** For $G_0\gg G_p$, $\ln\phi_0-\phi_0\to-1$, and pressure enters through $\ln G_0$ alone. Raising it tenfold lengthens the purge to a given small $\phi$ by $\tau\ln10=0.23$ s, provided that no second physisorbed layer forms.

## 4. Chemisorption continues during the purge

The third balance separates into $d\theta/(1-\theta)=(wN_p/N_c)\,\phi\,dt$. Starting from $\theta=0$,

$$\theta=1-e^{-X},\qquad X=\frac{wN_p}{N_c}\int\phi\,dt.$$

During a dose of length $t_d$ at constant pressure, physisorption approaches $\phi_0$ with a time constant $1/(\beta G_0/N_p+k)\approx0.3$ ms, much shorter than the dose, so the integral is $\phi_0t_d$. For the purge, differentiating $G=G_p\phi/(1-\phi)$ logarithmically gives

$$\frac{dG}{G}=\frac{d\phi}{\phi}+\frac{d\phi}{1-\phi}=\frac{d\phi}{\phi(1-\phi)}.$$

Multiplying the expression for $dt$ in section 3 by $\phi$ then yields

$$\phi\,dt=-\tau\left[\frac{1}{1-\phi}+R(1-\phi)\right]d\phi.$$

Integrating from $\phi_0$ down to $\phi$ gives the purge exposure

$$I=\tau\left\{\ln\frac{1-\phi}{1-\phi_0}+\frac R2\left[(1-\phi)^2-(1-\phi_0)^2\right]\right\}.$$

With $w=8$ s$^{-1}$ and $N_c=2.8$ nm$^{-2}$, the prefactor $wN_p/N_c$ is 4.29 s$^{-1}$. A dose of 1 s leaves a vacant fraction $e^{-4.29\times0.954}=0.017$. The 3 s purge adds $I=0.84$ s, nearly as much exposure as the dose, and lowers the vacant fraction to $4.6\times10^{-4}$.

**Limit.** For a low dose pressure and a long purge, the logarithm tends to $\phi_0$ and the bracket to $2\phi_0$, so $I\to\tau(1+R)\phi_0$. This is the area under the single exponential found above.

The dropped conversion term can now be sized. The sites still vacant after the dose can take up $0.017\times2.8=0.047$ nm$^{-2}$, about 1% of the initial stock $G_0+N_p\phi_0=4.0$ nm$^{-2}$. After a much shorter dose this uptake would be substantial, and the purge law would fail.

## 5. What the plasma does with the leftover

Let the subscript $r$ mark the end of the purge. The leftover stock is $G_r+N_p\phi_r$, with $\phi_r\ll1$. The plasma converts physisorbed precursor into film at the rate $r$, while pumping continues. Since $\beta\gg1/\tau$, the gas balance still gives $kP\approx\beta G$, or $P=RG$. The stock then obeys

$$\frac{d}{dt}(G+P)=-\frac G\tau-rP=-\left(\frac1\tau+rR\right)G.$$

At every moment the same fraction of the loss goes into the film. For a plasma step long enough to use up the stock, the captured fraction is

$$y=\frac{rR}{1/\tau+rR}=\frac{rR\tau}{1+rR\tau}.$$

It vanishes for a slow reaction and tends to one when $rR\tau\gg1$. With $r=20$ s$^{-1}$, $rR\tau=24.0$ and $y=0.96$. Leftover precursor could also chemisorb on sites that the plasma has just regenerated. The model omits this route, which can raise $y$ at most to one. For the 3 s purge that would increase the residue by about 4%.

## 6. The thickness per cycle

Let $n$ be the density of hafnium atoms in the film, and let the plasma convert the whole chemisorbed layer. Then

$$\boxed{h=\frac{N_c\theta}{n}+\frac{y\,(G_r+N_p\phi_r)}{n}}$$

The first term saturates at $N_c/n$. The second is the residue. A film density of 9 g/cm$^3$ gives $n=25.75$ nm$^{-3}$ and $N_c/n=0.1087$ nm. For the 3 s purge the residue is

$$\frac{0.960\times(0.0069+1.5\times0.0522)}{25.75}=0.0032\ \text{nm}.$$

The total is 0.1119 nm, or 1.12 angstrom, of which the residue is 0.032 angstrom. The table holds the dose at 1 s. After the 1 s purge $\phi_r=0.30$ is not small, and the residue in that row is about 2% too high.

| purge (s) | chemisorbed (nm) | residue (nm) |
|---|---|---|
| 1 | 0.1086 | 0.0186 |
| 3 | 0.1087 | 0.0032 |
| 5 | 0.1087 | 0.0007 |

A longer dose at fixed pressure and purge time does not remove the residue. It brings $\theta$ closer to one, but $\phi_0$ and $G_0$ do not depend on $t_d$. In this model the curve of thickness against dose time therefore levels off at 0.1119 nm for a 3 s purge, above the chemisorbed saturation value. A flat dose curve does not show that the growth is purely chemisorbed.

The reductions were tested by integrating the unreduced rate equations through dose, purge and plasma in three cases:

- the example itself;
- 393 K, 0.005 Torr and 0.78 eV, with a 2 s dose and a 1 s purge;
- 353 K, with a 1 s dose and a 10 s purge.

The remaining inputs were those of the example. Relative to the integration, the largest error was 1% in $\phi_r$ and 0.03% in $h$.

**Choosing a purge time.** Suppose the residue may be 1% of the chemisorbed amount. In the tail the stock is $(G_p+N_p)\phi$, so the target is

$$\phi=\frac{0.01\times2.8}{0.960\times(0.125+1.5)}=0.018.$$

The tail formula gives $t/\tau=3.03-12.03+13.02\times4.02=43.3$, or 4.3 s. Integrating the rate equations for that purge time gives a residue of 1.01%.

## 7. Separating the two parts from thickness alone

On the exponential tail, and with $\theta$ no longer changing, three equally spaced purge times give

$$h_1=h_c+a,\qquad h_2=h_c+aq,\qquad h_3=h_c+aq^2,$$

where $h_c$ is the chemisorbed part and $q$ the decay factor over one spacing. In $h_1h_3-h_2^2$ the terms $h_c^2$ and $a^2q^2$ cancel:

$$h_1h_3-h_2^2=h_ca(1-2q+q^2),\qquad h_1+h_3-2h_2=a(1-2q+q^2).$$

Dividing,

$$h_c=\frac{h_1h_3-h_2^2}{h_1+h_3-2h_2}.$$

Neither $R$ nor $\tau$ is needed. The integrated rate equations give 0.110120, 0.109003 and 0.108767 nm at 4, 6 and 8 s. The formula returns 0.108704 nm, against a chemisorbed part of 0.108702 nm in the same integration. The extra digits matter because the method works on small differences.

Its sensitivity to measurement error follows by differentiation: $\partial h_c/\partial h_3=1/(1-q)^2$. For a 2 s spacing $q=e^{-2/1.30}\approx0.21$, so an error in $h_3$ is multiplied by 1.6. Closer spacing brings $q$ towards one and amplifies the error. This linear estimate holds only for errors well below the denominator $a(1-q)^2\approx9\times10^{-4}$ nm. In the example $h_3$ already lies within 0.00007 nm of $h_c$, so the formula improves on simply taking $h_3$ only if the thickness per cycle is known to better than about $5\times10^{-5}$ nm. The tail must also be a single exponential. With the 0.05 eV spread of binding energies considered in section 8, the same three purge times return 0.1091 nm against a chemisorbed part of 0.1087 nm. The method also counts as chemisorbed any contribution that does not depend on purge time, such as growth from a steadily leaking precursor valve.

## 8. The model beside a real process

The growth of roughly 1 angstrom per cycle follows from the chosen $N_c$ and film density, so it does not test the model. The value $H=10$ mm describes a shallow chamber; a tall plasma chamber has a larger $H$. The sticking probability and binding energy are not measured values, so the residue illustrates a mechanism and does not predict the behaviour of this precursor.

The assumption of one binding energy is doubtful. A Gaussian spread with a standard deviation of 0.05 eV about the same mean raises the 3 s residue from 0.0032 to about 0.0065 nm (0.0066 nm when each site keeps its finite exchange rate), because the strongly binding sites empty last. A temperature change of 10 K, with $s$, $w$ and $r$ held fixed, changes the residue by a larger factor than this spread: about 3 up on cooling and 5 down on warming, against 2. With pressure and times fixed, the residue is 0.0090 nm at 363 K and 0.0006 nm at 383 K. Chamber walls cooler than the wafer would therefore hold precursor longer, which a model with one surface temperature leaves out.

Slow diffusion across the gas gap has a smaller effect; poorly flushed corners are not covered by this estimate. Take $H$ as half the gap between two coated plates, with $x$ measured from the midplane and gas of mean density $\bar g$ removed uniformly. The diffusion balance $Dg''=\bar g/\tau$ puts the density at the wall above the mean by $\bar gH^2/(3D\tau)$. For a given wall density this lengthens $\tau$ to $\tau+H^2/(3D)$. In nitrogen at 1 Torr, with an assumed collision cross-section of 1 nm$^2$, the addition is 5 ms. Using the longer time throughout the purge raises the residue to 0.0036 nm. This overestimates the effect, because the profile assumes that the surface supplies all the gas pumped away, whereas early in the purge most of that gas is left from the dose.

A leak that by itself would hold the gas at 0.1% of its dose amount adds at most 0.0013 nm to the stock present when the plasma starts. Holding that level against pumping takes an inflow of $0.001\times2.589/0.1=0.026$ nm$^{-2}$ s$^{-1}$. If it continues during the plasma, it can add up to about 0.001 nm for each second.

Finally, the chemisorbed layer must stay in place. With the same attempt rate and no readsorption, losing 1% of it in 3 s corresponds to a binding energy of 1.15 eV. Weaker binding would make the first term of $h$ depend on purge time too, and the three-point separation would then need a second decay. The values used here are listed in the numerical output below.

## Values computed for the example and the checks

```
temperature: 373 K
precursor pressure in dose: 0.01 Torr
precursor mass: 354.8 u
film density (rough): 9 g/cm3
Hf density n: 25.75 nm^-3
volume over surface H: 10 mm
gas residence time tau: 0.1 s
physisorption energy: 0.8 eV
attempt rate: 1e+13 1/s
sticking probability s: 0.5
capacity Np: 1.5 nm^-2
capacity Nc: 2.8 nm^-2
conversion rate w: 8 1/s
plasma reaction rate r: 20 1/s
dose time: 1 s
mean speed: 149.2 m/s
desorption rate k: 155.2 1/s
readsorption rate beta: 1865 1/s
retention ratio R: 12.02
gas amount G0: 2.589 nm^-2
half-coverage amount Gp: 0.1248 nm^-2
dose coverage phi0: 0.954
tail time tau(1+R): 1.302 s
tail time from eigenvalue: 1.308 s
capture fraction y: 0.9601
saturation thickness Nc/n: 0.1087 nm
purge s | phi | chemisorbed nm | residue nm | total nm
1 | 0.29767 | 0.10858 | 0.01862 | 0.12720
2 | 0.11915 | 0.10867 | 0.00729 | 0.11596
3 | 0.05225 | 0.10869 | 0.00318 | 0.11187
5 | 0.01086 | 0.10870 | 0.00066 | 0.10936
8 | 0.00107 | 0.10870 | 0.00007 | 0.10877
3 s purge: total: 1.119 angstrom
3 s purge: residue: 0.03179 angstrom
3 s purge: gas left G: 0.006882 nm^-2
3 s purge: exposure I: 0.841 s
vacant fraction after dose: 0.01676
vacant fraction after 3 s purge: 0.000456
purge for 1% residue: 4.334 s
residue share there, rate equations: 1.009 %
total at 4, 6, 8 s: 0.110120, 0.109003, 0.108767 nm
separated chemisorbed part: 0.108704 nm
true chemisorbed part: 0.108702 nm
largest phi error, three cases: 1 %
largest thickness error, three cases: 0.031 %
residue with 0.05 eV energy spread: 0.006473 nm
residue at 363 K: 0.009028 nm
residue at 383 K: 0.0006196 nm
diffusion delay, 1 Torr N2, 1 nm2: 5.3 ms
residue with diffusion delay: 0.003601 nm
residue bound, steady 0.1% valve leak: 0.001284 nm
binding for 1% chemisorbed loss in 3 s: 1.145 eV
```
